# Off-Axis Peak of the Longitudinal Piezoelectric Coefficient in 4mm Crystals

**Q.** I have a poled tetragonal crystal and want the largest thickness change per volt. The polarization points along the fourfold axis, so surely I should cut the plate perpendicular to that axis. Why would any other cut do better?

**A.** Because a tilted field also drives shear, and a shear strain lengthens some oblique lines. Whether that gain beats what is lost by leaving the axis is a matter of calculation, and first we need to agree on what is being maximized.

Take a single-domain crystal of class 4mm with polar axis $z$, free of stress and responding linearly. Apply a field of magnitude $E$ along a unit vector $\mathbf n$, and let $S_{nn}$ be the strain along the same $\mathbf n$. The longitudinal coefficient is

$$d(\mathbf n)=\frac{S_{nn}}{E}.$$

This is what a thin plate with normal $\mathbf n$ and electroded faces delivers: the electrodes make the field normal to the plate, and the thickness changes by the fraction $S_{nn}$.

**Q.** A third-rank tensor has many components. How many must I know?

**A.** Three. Write $S_{jk}=\sum_i d_{ijk}E_i$, with $d_{ijk}=d_{ikj}$ because strain is symmetric. The mirror $x\to-x$ changes the sign of every component in which the index 1 appears an odd number of times, so those vanish. The mirror $y\to-y$ does the same for the index 2. With three indices in all, the index 3 must then appear once or three times, which leaves $d_{333}$, $d_{311}$, $d_{322}$, $d_{113}$ and $d_{223}$. The quarter turn about $z$ exchanges $x$ and $y$ up to a sign, and that sign enters squared, so $d_{311}=d_{322}$ and $d_{113}=d_{223}$.

In matrix notation the shear strains are engineering strains, $S_4=2S_{23}$, $S_5=2S_{13}$, $S_6=2S_{12}$. Therefore

$$d_{33}=d_{333},\qquad d_{31}=d_{311},\qquad d_{15}=2d_{113}.$$

The factor of two in the last relation matters below.

**Q.** Then show me the strain along a tilted direction, with that factor visible.

**A.** Let $\theta$ be the angle from $z$ and $\phi$ the azimuth:

$$\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta),\qquad \mathbf E=E\,\mathbf n.$$

The six strains are

$$S_1=S_2=d_{31}En_3,\quad S_3=d_{33}En_3,\quad S_4=d_{15}En_2,\quad S_5=d_{15}En_1,\quad S_6=0.$$

The strain along $\mathbf n$ is $\sum_{jk}n_jn_kS_{jk}$. Each shear component occurs twice in this sum, as $S_{13}$ and $S_{31}$ for instance, and $2S_{13}=S_5$. So

$$S_{nn}=S_1n_1^2+S_2n_2^2+S_3n_3^2+S_4n_2n_3+S_5n_1n_3+S_6n_1n_2 .$$

Inserting the strains and dividing by $E$ gives

$$d=d_{31}n_3(n_1^2+n_2^2)+d_{33}n_3^3+d_{15}n_3(n_2^2+n_1^2).$$

Since $n_1^2+n_2^2=\sin^2\theta$,

$$d(\theta)=\cos\theta\left[(d_{31}+d_{15})\sin^2\theta+d_{33}\cos^2\theta\right].$$

The azimuth has dropped out, so a peak away from the axis is a whole cone of directions. The coefficients $d_{31}$ and $d_{15}$ enter only through their sum. I shall write

$$A=d_{31}+d_{15},\qquad B=d_{33}>0 .$$

**Q.** You assume $B>0$. Is that a restriction?

**A.** For $B\neq0$ it is a choice of the sense of $z$. Reversing $z$ reverses the sign of all three coefficients, so the positive sense can be chosen to make $d_{33}$ positive. The signs of the other two are then fixed by the crystal.

**Q.** Near the axis the cosine falls only slowly. Does a small tilt raise or lower $d$?

**A.** Put $u=\cos\theta$, so that

$$d=f(u)=u\left[A(1-u^2)+Bu^2\right]=Au+(B-A)u^3 .$$

Set $u=1-\delta$ and expand:

$$f=A(1-\delta)+(B-A)(1-3\delta+3\delta^2-\delta^3)$$
$$\phantom{f}=B+(2A-3B)\,\delta-3(A-B)\,\delta^2+(A-B)\,\delta^3 .$$

For small angles $\delta\approx\theta^2/2$, hence

$$d\approx B+\left(A-\tfrac32B\right)\theta^2 .$$

The loss $\tfrac32B\theta^2$ has two parts. The field component along $z$ falls by $\tfrac12\theta^2$, and the projection of the axial strain onto $\mathbf n$, which goes as $\cos^2\theta$, falls by $\theta^2$. The term $A\theta^2$ collects the shear part $d_{15}\theta^2$ and the transverse part $d_{31}\theta^2$; the latter subtracts from the gain when $d_{31}$ is negative. If

$$d_{31}+d_{15}>\tfrac32\,d_{33},$$

the gain wins and the polar axis is a local minimum of $d$.

**Q.** That says the axis is not the best direction. It does not say where the best one is, or that there is just one cone.

**A.** Differentiate:

$$f'(u)=A+3(B-A)u^2,\qquad f''(u)=6(B-A)u .$$

Assume $A>\tfrac32B$, so that $A-B>0$. The derivative vanishes at

$$u_*^2=\frac{A}{3(A-B)} .$$

This must be below 1 to be the square of a cosine inside the range. The condition $A<3A-3B$ is the same as $2A>3B$, which is our assumption. At the positive root $f''<0$, so $f$ rises from $u=0$ to $u_*$ and falls from $u_*$ to $1$. On the other hemisphere $f(-u)=-f(u)\le0$, because $f\ge0$ for $u\ge0$ when $A$ and $B$ are positive. The cone at $u_*$ therefore carries the largest value on the whole sphere.

Its angle follows from $\tan^2\theta=1/u^2-1$:

$$\tan^2\theta_*=\frac{3(A-B)}{A}-1=2-\frac{3B}{A}.$$

For the height, use $(A-B)u_*^2=A/3$:

$$d_*=u_*\left[A-(A-B)u_*^2\right]=\frac{2A}{3}\,u_*=\frac{2A}{3}\sqrt{\frac{A}{3(A-B)}} .$$

**Q.** Does the peak jump to a large angle as soon as the threshold is passed?

**A.** No, it leaves the axis continuously. Write $A=\tfrac32B(1+\eta)$ with small positive $\eta$. Then $\tan^2\theta_*=2-2/(1+\eta)\approx2\eta$, so $\theta_*\approx\sqrt{2\eta}$. In the expansion above, to leading order,

$$f-B\approx3B\eta\,\delta-\tfrac32B\,\delta^2 ,$$

which is largest at $\delta=\eta$, where it equals $\tfrac32B\eta^2$. The angle opens as a square root while the benefit grows only as a square. At $A=2B$ the peak is already 35° from the axis, yet it is just 8.9 % higher than $d_{33}$. At $A=3B$ it stands at 45° and is higher by the factor $\sqrt2$.

At equality, $A=\tfrac32B$, the quadratic term vanishes and $d\approx B(1-\tfrac38\theta^4)$. The maximum is still on the axis, but it is unusually flat.

In the opposite limit $A\gg B$, $\tan^2\theta_*$ tends to 2 and $d_*$ to $2A/(3\sqrt3)$. The angle approaches $\arctan\sqrt2=54.7^\circ$ from below and does not reach it while $B>0$.

**Q.** Suppose a rider is added to the condition: the sum of the three coefficients must be positive. Your proof never used it.

**A.** The direction just proved does not need it. If $B>0$ and $A>\tfrac32B$, then $A+B$ is positive automatically. Nor need each coefficient be positive; $d_{31}$ may well be negative. The rider matters for the converse, that a peak away from the axis implies $A>\tfrac32B$.

Suppose $A+B>0$ but $A\le\tfrac32B$. There are two cases.

First, $0\le A\le\tfrac32B$. The derivative $f'=A+3(B-A)u^2$ is linear in $u^2$. At $u^2=0$ it is $A\ge0$, and at $u^2=1$ it is $3B-2A\ge0$. The two cannot both be zero, so $f'$ is positive except possibly at isolated points. Hence $f$ increases all the way from $u=-1$ to $u=1$, and the maximum is on the axis.

Second, $-B<A<0$. Then

$$|f|\le|u|\left[|A|(1-u^2)+Bu^2\right]\le B|u|\le B ,$$

because the bracket is a weighted mean of $|A|$ and $B$, and $|A|<B$. The value $B$ is attained at $u=1$ alone, since $f(-1)=-B$.

So with a positive sum, the peak is off the axis if and only if $d_{31}+d_{15}>\tfrac32d_{33}$.

**Q.** And if the sum is negative? Does something really go wrong, or is the rider just caution?

**A.** Something does go wrong. Put $A=-xB$ with $x>0$. The stationary points are now at

$$u^2=\frac{x}{3(1+x)},$$

and the one with negative $u$ is a maximum, because there $f''=6(1+x)Bu<0$. Its height is

$$f=|u|\left[xB-(1+x)Bu^2\right]=\frac{2x}{3}B|u| .$$

It exceeds $B$ when $\tfrac49x^2u^2>1$, that is, when $4x^3>27(1+x)$. This cubic factorizes:

$$4x^3-27x-27=(x-3)(4x^2+12x+9)=(x-3)(2x+3)^2 .$$

The condition is therefore $x>3$. A second off-axis window opens at $d_{31}+d_{15}<-3d_{33}$, and there the inequality $A>\tfrac32B$ plainly fails. The positive sum, $A>-B$, excludes this window with room to spare.

The two onsets differ in character. At $x=3$ the root is $u=-\tfrac12$, so the peak jumps from the axis to $\theta=120^\circ$. At $A=-4B$ it is at 121° with height $1.38\,d_{33}$. An angle above 90° means that the field has a component against the positive $z$ sense. Reversing it gives the same magnitude at $180^\circ-\theta$ as a contraction.

**Q.** Algebra with inequalities is easy to get wrong at the edges. Has the criterion been tried on something other than itself?

**A.** Yes. Coefficients were drawn at random, $d_{33}$ between 0.2 and 1 and the other two between $-2$ and 2 in the same units. The six strains were projected on a grid of directions covering all polar angles and one quadrant of azimuth, which the fourfold axis makes sufficient, and the largest value was located. Cases within 0.01 of a boundary in $A/B$ were set aside as a precaution, because a finite grid of angles cannot resolve cases arbitrarily close to it. Of the cases with positive sum, 124 peaked off the axis and 132 on it, each as the inequality requires. A further 69, with negative sum, fell in the second window.

**Q.** Now give me numbers. Does the effect matter for a plate I might order?

**A.** Take round values of the rough size expected for a tetragonal perovskite ferroelectric at room temperature whose polarization is easily tilted:

$$d_{33}=90,\qquad d_{31}=-30,\qquad d_{15}=500\ \text{pm/V}.$$

Then $A=-30+500=470$ pm/V, while the threshold is $1.5\times90=135$ pm/V. The condition is met by a wide margin, and

$$\tan^2\theta_*=2-\frac{3\times90}{470}=1.4255,\qquad\theta_*=50.05^\circ,$$

$$\cos\theta_*=\sqrt{\frac{470}{3\times380}}=0.6421,\qquad d_*=\frac{2\times470}{3}\times0.6421=201\ \text{pm/V}.$$

This is 2.2 times $d_{33}$. For a plate 0.5 mm thick at 1 kV/cm, which is 50 V, the best cut moves by $201\ \text{pm/V}\times50\ \text{V}=10.1$ nm. A polar cut of the same thickness at the same field moves by 4.5 nm.

The peak is broad. At 45° the coefficient is still 198 pm/V, less than 2 % below the maximum. At 75° it has dropped to 115 pm/V, and at 90° it is zero, because a field perpendicular to $z$ produces only a shear that leaves its own direction unstretched.

**Q.** Would every crystal of this class gain?

**A.** No. With $d_{33}=80$, $d_{31}=-20$ and $d_{15}=60$ pm/V, $A$ is 40 pm/V against a threshold of 120 pm/V. The peak stays on the axis at 80 pm/V. A large $d_{15}$ relative to $d_{33}$ is what makes the difference.

**Q.** My field now points 50° away from the polarization. Might it not simply switch the crystal to another domain?

**A.** That is a serious objection, and here the azimuth matters after all. To first order in the field, a domain with polarization $\mathbf P$ has the energy density $-\mathbf P\cdot\mathbf E$. Comparing the [100] domain with the original [001] domain,

$$U_{100}-U_{001}=PE(\cos\theta-\sin\theta\cos\phi).$$

For a tilt towards [100], $\phi=0$, this is negative once $\theta>45^\circ$. The best cut lies beyond 45° when $2-3B/A>1$, that is, when $A>3B$, as in our example. For a tilt along the diagonal, $\phi=45^\circ$, the field is shared equally between [100] and [010]. The difference is then positive as long as $\tan\theta<\sqrt2$. That is the limiting angle found earlier, so for $A>\tfrac32B$ the linear optimum always lies on the safe side.

With $P=26$ µC/cm² and $E=1$ kV/cm, $PE=26$ kJ/m³, and $\sin\theta_*=0.767$. The differences are

$$26\,(0.642-0.767)\approx-3.2\ \text{kJ/m}^3\quad(\phi=0),$$
$$26\,(0.642-0.542)\approx+2.6\ \text{kJ/m}^3\quad(\phi=45^\circ).$$

The diagonal tilt is therefore the better choice at equal $d$. Three limits apply. The comparison covers only the tetragonal domains: a large $d_{15}$ often goes with a nearby phase of other symmetry, such as an orthorhombic one with polarization along [101], and a strong enough tilted field can favour that phase even on the diagonal azimuth. An energy preference does not say whether switching occurs, since that also depends on barriers and domain walls. And the argument holds for a field with a positive component along the polarization. A reversed field favours the reversed domain over the original one at any azimuth, so the drive should be unipolar or kept well below the coercive field.

**Q.** A polarization that tilts so easily cannot stay linear for long. How large is the error?

**A.** It can be estimated with a quartic Landau energy density,

$$G=-\frac{\alpha}{2}\sum_iP_i^2+\frac{\beta}{4}\sum_iP_i^4+\frac{\gamma}{2}\sum_{i<j}P_i^2P_j^2-\mathbf E\cdot\mathbf P .$$

With spontaneous polarization $P_s$ along $z$, equilibrium at zero field gives $\alpha=\beta P_s^2$. The second derivatives there are the inverse susceptibilities, $1/\chi_{33}=2\beta P_s^2$ and $1/\chi_{11}=(\gamma-\beta)P_s^2$. Taking relative permittivities of 150 along $z$ and 3000 across it, again rough values, fixes all the coefficients; I set $\chi$ equal to the full permittivity, a difference of under 1 %.

The strain is electrostrictive: $S_3=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2)$, $S_5=Q_{44}P_1P_3$, and likewise for the other axes. Linearizing about $P_s$,

$$d_{33}=2Q_{11}\chi_{33}P_s,\qquad d_{31}=2Q_{12}\chi_{33}P_s,\qquad d_{15}=Q_{44}\chi_{11}P_s ,$$

so the three $Q$ values follow from the piezoelectric coefficients already chosen. The last relation also shows why $d_{15}$ is large in this model: it is proportional to the transverse susceptibility.

The small-field slope of this nonlinear model peaks at 50.05°, in agreement with the formula. At 1 kV/cm the polarization turns by 0.45°, and the strain per field at the linear optimum, on the diagonal azimuth, is 0.9 % below $d_*$. At 10 kV/cm, with the cut unchanged, it is 7.9 % below. These percentages belong to the quartic energy. Higher-order terms, which real perovskites generally need, can change them by a factor of several or more at the same linear coefficients, so they are not an error bound for a particular crystal.

**Q.** Does the best angle itself survive at 10 kV/cm?

**A.** Not in this model. On the diagonal azimuth, the angle of largest strain per field moves to about 61°, beyond the 54.7° that bounds the linear optimum. At this field the azimuth no longer drops out, so the figure applies to that azimuth only. There is no contradiction, since the bound was derived for linear response. But beyond 54.7° the diagonal tilt loses its protection: to first order in the field, [100] and [010] are then favoured over the original domain, which is at best metastable. The calculation does not separate the causes of the shift. I would not choose a cut from the 61° figure without a better energy function and a study of switching.

**Q.** How far should I trust the 201 pm/V for a real crystal?

**A.** As a rough guide for a well-poled, unclamped crystal at low field. The inputs are typical in size, not measurements on a particular sample. The most sensitive one is $d_{15}$, which varies with temperature and composition, largely through the transverse susceptibility. If it changes by 20 % with the other two coefficients held fixed, the peak height runs from 164 to 239 pm/V, while the best angle moves only between 48° and 51°. With those two still fixed, $d_{15}$ would have to fall to 165 pm/V to bring the peak back to the axis. In a real crystal $d_{33}$ and $d_{31}$ change with temperature too, and a rising $d_{33}$ can return the peak to the axis sooner, so the comparison needs all three values at the working temperature.

Real devices also break the single-domain assumption. An antiparallel domain has all its coefficients reversed. If such domains fill 10 % of the volume, and their mutual clamping is ignored, the mean response is $0.9-0.1=0.8$ of the ideal one, or about 161 pm/V. Moving domain walls can add strain of their own, and a film bonded to a substrate is not stress-free; neither effect is sized here. For a free single crystal under small unipolar drive, with $d_{33}>0$ and a positive sum of the three coefficients, the rule is to compare $d_{31}+d_{15}$ with $1.5\,d_{33}$ before choosing the cut, and to tilt if the sum is larger. In a perovskite, where [100] and [010] domains can form, the tilt should be along the diagonal azimuth. The numerical output below lists the values used.

## Computed results

```
d33, d31, d15 = 90, -30, 500 pm/V
A = d31 + d15 = 470 pm/V
threshold 1.5 d33 = 135 pm/V
ratio A/d33 = 5.222
d15 at threshold = 165 pm/V
tan^2(theta*) = 1.4255
cos(theta*) = 0.6421
peak angle, formula = 50.05 deg
peak angle, sphere search = 50.05 deg
peak angle, Landau slope = 50.05 deg
peak coefficient, formula = 201.19 pm/V
peak coefficient, search = 201.19 pm/V
gain over polar axis = 2.235
d at 0 deg = 90.0 pm/V
d at 15 deg = 111.5 pm/V
d at 30 deg = 160.2 pm/V
d at 45 deg = 198.0 pm/V
d at 60 deg = 187.5 pm/V
d at 75 deg = 115.1 pm/V
d at 90 deg = 0.0 pm/V
limiting peak angle = 54.74 deg
A/d33 = -4: peak 121.10 deg, d/d33 = 1.377
A/d33 = -2: peak 0.00 deg, d/d33 = 1.000
A/d33 = 1: peak 0.00 deg, d/d33 = 1.000
A/d33 = 1.5: peak 0.00 deg, d/d33 = 1.000
A/d33 = 2: peak 35.25 deg, d/d33 = 1.089
A/d33 = 3: peak 45.00 deg, d/d33 = 1.414
angle just past A = -3 d33: 120.00 deg
random cases, positive sum: 124 off axis, 132 on axis
random cases, second window: 69 off axis
stiff case d33, d31, d15 = 80, -20, 60 pm/V
stiff case peak: 0.00 deg, 80.0 pm/V
plate: 0.5 mm, 1 kV/cm, 50 V
stroke, best cut = 10.06 nm
stroke, polar cut = 4.50 nm
polarization = 26 uC/cm2
relative permittivity 33, 11 = 150, 3000
Q11, Q12, Q44 = 0.1303, -0.0434, 0.0724 m4/C2
polarization rotation at 1 kV/cm = 0.445 deg
nonlinear change of d at 1 kV/cm = -0.90 %
nonlinear change of d at 10 kV/cm = -7.90 %
best angle at 10 kV/cm = 60.77 deg
E[100]-E[001], phi=0 deg: -3.22 kJ/m3 (linear -3.24)
E[100]-E[001], phi=45 deg: 2.59 kJ/m3 (linear 2.60)
d15 x 0.8: peak 48.42 deg, 163.7 pm/V
d15 x 1.2: peak 51.01 deg, 239.1 pm/V
```
